Power balance of absorbing multilayers by optical transfer matrices

Result

A plane wave falls from a lossless medium on a stack of N absorbing layers. Let R be the reflected fraction of the incident power, T the fraction crossing the last interface, and A_j the fraction turned into heat in layer j. Then, for s and p polarization separately,

R + T + Σ_j A_j = 1.

One product of 2×2 matrices gives R and T. The absorbed fractions follow from the field inside the layers:

A_j = (k0 Im ε_j / Y_in) ∫_layer j |E|² dz.

Here ε_j is the relative permittivity, k0 = ω/c, and E is the field for an incident wave of unit tangential electric amplitude. Y_in is the wave admittance of the entrance medium, defined below. Since A_j is integrated and not set to 1 − R − T, the sum tests whether the integrated loss agrees with R and T. It does not detect every error: layers entered in the wrong order, for example, still give one.

The layers are homogeneous, isotropic, nonmagnetic, linear and local in their response. Interfaces are flat and carry no surface current. The incident wave propagates, and the last medium is semi-infinite and may absorb.

Reduction of Maxwell's equations

The algebra uses Hartree atomic units with Gaussian Maxwell equations, so c = 1/α, where α is the fine-structure constant. Fields vary as exp(−iωt), and ε includes bound and conduction currents. Positive Im ε then means loss, and

curl E = i k0 H, curl H = −i k0 ε E.

Let z point into the stack and let xz be the plane of incidence. Translation symmetry gives every field the factor exp(i k0 s x), with s = n_in sin θ the same in all media. A prime denotes d/dz.

For s polarization put E = (0, U, 0) and V = −H_x. The x and z components of the first curl equation give

−U' = i k0 H_x, hence U' = i k0 V,
i k0 s U = i k0 H_z, hence H_z = sU.

The y component of the second is H_x' − i k0 s H_z = −i k0 ε U. Inserting H_x = −V and H_z = sU gives

V' = i k0 (ε − s²) U.

For p polarization put H = (0, V, 0) and U = E_x. The x and z components of the second curl equation give

V' = i k0 ε U, E_z = −sV/ε.

The y component of the first is U' − i k0 s E_z = i k0 V. Inserting E_z gives

U' = i k0 (1 − s²/ε) V.

Both cases have the form

U' = i k0 a V, V' = i k0 b U,

s: a = 1, b = ε − s²,
p: a = 1 − s²/ε, b = ε.

In both, ab = ε − s² ≡ q². A downward wave varies as exp(i k0 q z), so U' = i k0 q U and V = (q/a)U. Its admittance is therefore

Y = q/a = b/q; Y = q for s, Y = ε/q for p.

An upward wave has V = −YU. In the exit medium, take Im q > 0 for a decaying wave and q > 0 for a propagating wave in a lossless medium. An implementation should enforce this sign explicitly. For p polarization, ε = 0 in any medium and q = 0 in the exit medium are excluded, because the formulas for a and Y then divide by zero.

Layer matrix

Inside a layer, differentiating U' and inserting V' gives U'' = −k0² q² U; V obeys the same equation. Let h be the distance above the bottom face, so d/dh = −d/dz. With bottom values U_b and V_b,

U = U_b cos(k0qh) + K sin(k0qh).

At h = 0 the derivative is k0 q K = −i k0 a V_b, hence K = −i(a/q)V_b = −iV_b/Y. The sine coefficient of V is likewise −i(b/q)U_b = −iYU_b. At the top, h = d. With δ = k0 q d,

(U, V)_top = M (U, V)_bottom,

M = [ cos δ, −i sin δ / Y ]
    [ −iY sin δ, cos δ ].

Its determinant is cos²δ − (−i)² sin²δ = 1. Reversing the sign of q reverses δ and Y together and leaves M unchanged, so the branch of q does not matter in a finite layer. At q = 0 use the limits sin δ/Y → a k0 d and Y sin δ → b k0 d, which follow from sin δ/δ → 1.

Reflection and transmission

U and V are continuous at every interface. Let t be the tangential electric amplitude at the exit. The exit vector is t(1, Y_out), and the entrance vector is t(B, C), with

(B, C) = M_1 M_2 … M_N (1, Y_out).

At the entrance the incident and reflected waves give

1 + r = tB, Y_in(1 − r) = tC.

Multiply the first equation by Y_in. Adding the second gives 2Y_in = t(Y_in B + C), and subtracting it gives 2Y_in r = t(Y_in B − C). Thus

t = 2Y_in/(Y_in B + C), r = (Y_in B − C)/(Y_in B + C).

For p polarization this r refers to E_x; defining it by H_y would reverse its sign but not change R.

The time-averaged flux along z is

S = (c/8π) Re(E_x H_y* − E_y H_x*) = (c/8π) Φ, Φ = Re(UV*).

With real Y_in, the entrance flux is

Φ_0 = Y_in Re[(1 + r)(1 − r*)] = Y_in(1 − |r|²),

because r − r* is imaginary. The incident part is Y_in and the exit flux is |t|² Re Y_out. Therefore

R = |r|², T = |t|² Re Y_out/Y_in.

If the exit is lossless and s² > ε_out, then q and Y_out are imaginary and T = 0. The field still enters the exit medium but carries no mean power along z, and the balance becomes R + ΣA_j = 1.

Local loss and the power sum

Differentiate Φ and insert the field equations:

Φ' = Re(U'V* + UV'*)
   = Re(i k0 a |V|² − i k0 b* |U|²)
   = −k0 (Im a |V|² + Im b |U|²).

The last line uses Re(ia) = −Im a and Re(−ib*) = −Im b. For s polarization Im a = 0 and Im b = Im ε. For p polarization

Im a = −s² Im(1/ε) = s² Im ε/|ε|²,

and s²|V|²/|ε|² = |E_z|². Hence in both cases

−Φ' = k0 Im ε |E|²,

with |E|² = |U|² for s and |U|² + |sV/ε|² for p. Restoring c/8π and using ck0 = ω gives the heat per volume, ω Im ε |E|²/(8π).

Let Φ_j be the flux at interface j, counted from 0 at the entrance. Integration over layer j gives A_j = (Φ_{j−1} − Φ_j)/Y_in. On summation the interior fluxes cancel:

ΣA_j = (Φ_0 − Φ_N)/Y_in = 1 − R − T.

Three limits show how the terms share the power. Without loss in the layers, A_j = 0 and R + T = 1. For a film in vacuum at normal incidence, thin enough that k0d ≪ 1 and k0d|ε| ≪ 1, first order in k0d gives B = 1 − ik0d and C = 1 − ik0dε. Then t ≈ 1 + ik0d(1 + ε)/2, so T ≈ 1 − k0d Im ε. The field in the film is approximately the incident one, so A ≈ k0d Im ε, while R is of second order. For an opaque film, C/B tends to its own admittance Y. Thus R → |(Y_in − Y)/(Y_in + Y)|², T → 0 and A → 1 − R.

Algorithm and cost

input: ω, s, polarization, ε_in, layers (ε_j, d_j), ε_out
compute Y_in and Y_out; set v_N = (1, Y_out)
for j = N down to 1:
    v_{j−1} = M_j v_j
(B, C) = v_0; compute r, t, R, T
for each layer j:
    A_j = 0
    for each Gauss–Legendre depth z with weight w:
        (U, V) = M_j(distance from z to bottom) · t v_j
        form |E|², including E_z for p
        A_j = A_j + w k0 Im ε_j |E|²/Y_in
return R, T, all A_j, and R + T + ΣA_j − 1

The weights w include the layer thickness. R and T cost O(N) operations per energy, angle and polarization; G quadrature points per layer make the absorption cost O(NG). Storing the interface vectors takes O(N) memory.

With κ = k0q and downward and upward amplitudes P and Q,

|U|² = |P|² exp(−2 Im κ z) + |Q|² exp(2 Im κ z) + 2 Re[PQ* exp(2i Re κ z)].

|V|² has the same exponentials. The integrand is smooth within a layer, and Gauss–Legendre quadrature converges rapidly once these exponentials are resolved. G must therefore grow with |δ|, or a thick layer must be subdivided. A rule laid across an interface loses this advantage, because Im ε and E_z jump there.

Stability

The direction of the march matters. Take Im q > 0 in an absorbing layer. Going from bottom to top, the downward wave grows by exp(Im δ) and the upward wave shrinks by the same factor. The wanted solution contains the growing part: a purely upward wave would carry negative Φ, whereas a passive exit has Φ ≥ 0 and loss adds to Φ on the way up. Unless that part is very small at the start, rounding errors do not outgrow the solution. It can be very small in a weakly absorbing evanescent layer near a mode of the structure below it, such as a surface mode at the lower face of a metal for p polarization, or a guided mode for either polarization. Some digits are then lost, but near such a sharp resonance the exact t is itself similarly sensitive to rounding of the input.

In the opposite march the wanted wave shrinks by exp(−Im δ), while an upward component introduced by rounding grows by exp(Im δ). The relative error is amplified by about exp(2 Im δ).

The same flux argument protects the denominator of r and t. If Y_in B + C vanished, the entrance flux for unit exit amplitude would be Re(BC*) = −Y_in|B|². For passive layers and a passive exit it cannot be negative, so B and C would both vanish, which is impossible because each M is invertible.

The stable march can still overflow. With g = exp(2iδ) and Im δ ≥ 0, write

M = (exp(−iδ)/2) [ 1 + g, (1 − g)/Y ]
                 [ Y(1 − g), 1 + g ].

The bracket stays bounded as thickness grows. Apply it, and accumulate the logarithm of the prefactor separately. The ratio C/B, and hence r, does not need the common factor; t and the interior fields do.

Permittivities for the example

For n electrons per volume, of charge −1 and mass m, bound with frequency ω0 and damped at rate γ,

m(x'' + γx' + ω0²x) = −E, with primes here denoting time derivatives.

The harmonic solution is x = −E/[m(ω0² − ω² − iγω)], and the polarization is −nx. Adding 4π times polarization over field to a background ε_b gives

ε = ε_b + W²/(ω0² − ω² − iγω), W² = 4πn/m.

The mean damping heat is nmγω²|x|²/2. Since Im ε = W²γω/|ω0² − ω² − iγω|², this equals ω Im ε |E|²/(8π), the loss found from the flux. Free carriers have ω0 = 0, for which

Re ε = ε_b − W²/(ω² + γ²), Im ε = W²γ/[ω(ω² + γ²)].

The model stack is air, 1500 Å of conducting oxide, 800 Å of semiconductor, 500 Å of the same oxide, and a semi-infinite substrate with ε = 2.25. All parameters are round model values. Both materials have ε_b = 4. The oxide has n = 0.001 Å⁻³, m = 0.35 electron masses and γ = 0.10 eV, which give W = 1.985 eV. The semiconductor has W = 3.0 eV, ω0 = 3.5 eV and γ = 0.5 eV. Energies here stand for ħω, ħW and ħγ.

The oxide's Re ε vanishes at √(W²/ε_b − γ²) = 0.987 eV. The detailed case is p polarization at 1.0 eV and 60°, close to this energy.

Worked power balance

At 1.0 eV the oxide has

Re ε = 4 − 3.94/1.01 ≈ 0.10, Im ε = 3.94 × 0.10/1.01 ≈ 0.39.

The semiconductor has ε = 4.80 + 0.035i. In air s = 0.8660 and q = cos 60° = 0.5, so Y_in = 1/0.5 = 2. In the substrate q = √(2.25 − 0.75) = 1.2247 and Y_out = 2.25/1.2247 = 1.8371.

For the first layer k0 = 5.0677 × 10⁻⁴ Å⁻¹ and q = 0.2324 + 0.8394i, so

δ_1 = 0.7602 q = 0.1766 + 0.6381i.

The other phases are δ_2 = 0.8157 + 0.0036i and δ_3 = 0.0589 + 0.2127i. Multiplying the three matrices into (1, Y_out) gives

B = 1.1119 − 6.2781i, C = 1.0089 − 4.3844i.

The denominator is 2B + C = 3.2327 − 16.9406i and the numerator of r is 2B − C = 1.2150 − 8.1718i. Hence

r = 0.4786 − 0.0196i, R = 0.2295,
t = 4/(2B + C) = 0.0435 + 0.2278i,
T = (1.8371/2)|t|² = 0.0494.

Gauss–Legendre integration of |E|² gives

A_1 = 0.6697, A_2 = 0.0013, A_3 = 0.0501,

whose sum is 0.7211 before rounding of the separate terms. The balance is

0.2295 + 0.0494 + 0.7211 = 1.0000.

The fluxes at the four interfaces, relative to the incident flux, are 0.7705, 0.1008, 0.0995 and 0.0494. Their successive differences reproduce the three absorbed fractions.

The normal field supplies 82% of the absorption. Leaving it out would reduce the apparent power sum to 0.4098. Its size in the oxide follows from continuity of εE_z = −sV. Across an oxide–semiconductor interface, |E_z|² is larger on the oxide side by |4.80/(0.10 + 0.39i)|², about 140. This is a contrast between the layers, not a large enhancement of the incident field: at the top of the first oxide layer V = Y_in(1 − r) gives |E_z|² ≈ 5.0, against tan²60° = 3 in the incident wave. The oxide also has the larger Im ε, so the semiconductor absorbs little here. For s polarization at the same energy and angle there is no E_z, and R = 0.4018, T = 0.4388 and A = 0.1593.

Quadrature convergence is visible in |R + T + A − 1|, an error relative to the incident power. With 1, 2, 3 and 4 points per layer it is 4.4 × 10⁻², 3.9 × 10⁻⁴, 1.4 × 10⁻⁶ and 2.5 × 10⁻⁹. With 6 points it is about 2 × 10⁻¹⁵, and with 8 points it is at the level of double-precision rounding. These counts belong to this stack and energy; larger phases need more points.

Normal-incidence spectrum

The same calculation at normal incidence, with 40 points per layer, gives:

0.5 eV: R = 0.789, T = 0.045, A = 0.167
1.0 eV: R = 0.205, T = 0.615, A = 0.181
2.0 eV: R = 0.197, T = 0.720, A = 0.084
3.0 eV: R = 0.061, T = 0.551, A = 0.387

At 0.5 eV the oxide has ε ≈ −11.2 + 3.0i and q ≈ 0.45 + 3.37i. An opaque oxide would reflect |(1 − q)/(1 + q)|² ≈ 0.87 by the limit above. The finite stack reflects somewhat less and transmits a little.

At 1.0 eV, removing the carriers makes the oxide a lossless dielectric with ε = 4, and the total absorption falls from 0.181 to 0.006. The carriers thus cause most of the absorption at this energy in the model. At 2.0 eV the oxide has ε ≈ 3.0 + 0.05i, and the transmission is the largest of the four values. At 3.0 eV the semiconductor takes 0.367 of the incident power and the two oxide layers together 0.020, because the photon energy is approaching the bound resonance.

Failure modes

If the entrance medium absorbs, Y_in is complex and the incident and reflected waves interfere in the flux. At normal incidence

Φ_0 = Re[Y_in*(1 + r)(1 − r*)]
    = Re[Y_in*(1 − R + 2i Im r)]
    = Re Y_in (1 − R) + 2 Im Y_in Im r.

With R, T and A all referred to the incident flux Re Y_in at the first interface,

R + T + A = 1 + 2 Im Y_in Im r/Re Y_in.

For the model stack at 3.0 eV with ε_in = 4 + i, the last term is −0.0054. This is a missing interference term in the bookkeeping, and adding quadrature points will not remove it.

A march in the wrong direction fails far more severely. Consider one semiconductor film at 3.0 eV, between air and the substrate, thick enough that Im δ = 30; this requires about 94,200 Å. Summing the repeated internal reflections gives the reference amplitude

t = t_01 t_12 exp(iδ)/[1 + r_01 r_12 exp(2iδ)],

where r_ab = (Y_a − Y_b)/(Y_a + Y_b) and t_ab = 2Y_a/(Y_a + Y_b), with 0, 1 and 2 for air, film and substrate. Its modulus is 6.7 × 10⁻¹⁴. In double precision the exit-to-entrance march differs from it by a relative 6 × 10⁻¹⁶ when both use the same rounded δ; rounding of the phase itself, Re δ ≈ 360, limits the true accuracy of either to a few 10⁻¹⁴. The opposite march gives an exit field with relative error 8 × 10⁹, a figure set by rounding, of which only the order of magnitude is meaningful. The estimate exp(60) times a rounding error of 10⁻¹⁶ is about 10¹⁰, the same size.

A closed sum does not validate the optical model. Apart from the excluded cases, the derivation holds for any thicknesses and permittivities that give finite r and t, so incorrect input can close the balance as well as correct input. It did not use the sign of Im ε either: a layer entered with the wrong sign has negative A_j, and the sum can still be one. Each A_j should therefore be inspected separately.

The model also has physical limits. In a thin layer (k0 s d ≪ 1) at oblique incidence, with damping weak enough that |ε| ≪ s, E_z = −sV/ε can become large near Re ε = 0, and a spatially nonlocal response may then matter. Rough interfaces scatter power into directions absent from R and T. A real substrate has a back face; if it is thicker than the coherence length of the light, its repeated reflections must be combined as intensities rather than amplitudes.
